\section*{Finding the Fermi level in degenerate n-type gallium arsenide contact layers, part 1}

(Sections cited here and not found follow in the second part.)

\section{A difference of 45 meV}

Take a gallium arsenide contact layer at 300 K with $10^{19}$ conduction electrons per cm$^3$. A parabolic zone-centre band puts its Fermi level 0.267 eV above the band edge. Letting that band bend away from a parabola, and letting electrons enter the L valleys, lowers the answer to 0.221 eV. The difference, 45 meV, is 1.7 times the thermal energy $kT=0.02585$ eV. Yet the L valleys start at 0.29 eV, above both levels, and hold 7\% of the electrons.

The number matters at a contact. If the barrier $\phi_B$ is measured from the Fermi level to the band edge at the interface, and the bulk edge lies $\mu$ below the Fermi level, the total band bending is $\phi_B+\mu$. At fixed $\phi_B$, an error in $\mu$ enters the band bending in full. The effect on the barrier shape is more modest, because electrons remain in part of the bent region. For $\phi_B$ from 0.5 to 0.8 eV, the parabolic band overestimates the interface field by 1 to 1.5\%. The change of barrier shape alone would raise the WKB tunnelling probability at the Fermi level by 16 to 21\%. The nonparabolic band (\ref{disp}), however, also decays more slowly in the barrier: at an energy $u$ below the local edge the squared decay constant is proportional to $u(1-\alpha u)$ instead of $u$. With both effects the parabolic probability is too low, 0.7 of the model value at 0.5 eV and 0.3 at 0.8 eV. These ratios continue (\ref{disp}) deep into a gap of $1/\alpha=1.67$ eV, wider than the 1.42 eV of gallium arsenide, and omit image-force lowering. Putting the real gap in the decay constant gives 0.64 and 0.22; image-force lowering instead raises the ratios to about 0.8 and 0.35.

Energies are measured from the zone-centre edge, called $\Gamma$, and $\mu$ is the Fermi level on that scale. The layer is uniform and neutral. The donors are ionised, their levels having merged with the band, and $N$ is their net density after compensation.

\section{A small case by hand}

Start with the $\Gamma$ band alone at zero temperature. Its dispersion is modelled by
\begin{equation}
\gamma(E)\equiv E(1+\alpha E)=\frac{\hbar^2k^2}{2m}.
\label{disp}
\end{equation}
This form follows from two coupled bands. The matrix with diagonal elements $0$ and $-1/\alpha$ and off-diagonal element $C$ has eigenvalues obeying $E(E+1/\alpha)=C^2$. The coupling is linear in $k$; writing $C^2=\hbar^2k^2/(2m\alpha)$ and multiplying by $\alpha$ gives (\ref{disp}). More distant bands and directional dependence are left out.

Two spins and a sphere of radius $k_F$ give $N=2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/3\pi^2$. Hence the Fermi level obeys
\begin{equation}
\mu_0(1+\alpha\mu_0)=E_0,\qquad
E_0=\frac{\hbar^2(3\pi^2N)^{2/3}}{2m}.
\label{zero}
\end{equation}
The parabolic answer is $E_0$. For $m=0.063\,m_0$ and $N=10^{19}$ cm$^{-3}$ it is 0.26866 eV. Take $\alpha=0.6$ eV$^{-1}$.

Solve (\ref{zero}) first by iteration. The left side increases with $\mu_0$; it is below $E_0$ at zero and above it at $E_0$, so $[0,E_0]$ brackets the root. Since $N\propto\gamma^{3/2}$, a suitable residual is the logarithm of the density ratio:
\[
g(\mu)=\tfrac32\ln\frac{\gamma(\mu)}{E_0},\qquad
g'(\mu)=\frac{3(1+2\alpha\mu)}{2\gamma(\mu)}.
\]
At $\mu=E_0$, $\gamma=0.31197$ eV, $g=0.2242$ and $g'=6.358$ eV$^{-1}$. Newton's step $-g/g'$ is $-0.03526$ eV and leads to 0.23340 eV. There $g=-0.0144$. The negative sign moves the lower end of the bracket to this point. With $g'=7.216$ eV$^{-1}$ the next step is $+0.0020$ eV, which gives 0.2354 eV.

The quadratic formula confirms it. Multiplying numerator and denominator by the conjugate avoids subtracting nearly equal numbers when $\alpha$ is small:
\begin{equation}
\mu_0=\frac{\sqrt{1+4\alpha E_0}-1}{2\alpha}
=\frac{2E_0}{1+\sqrt{1+4\alpha E_0}}.
\label{upper}
\end{equation}
Numerically, $0.53732/2.28249=0.23541$ eV. The parabolic error follows from (\ref{zero}) without approximation:
\begin{equation}
E_0-\mu_0=\alpha\mu_0^2=33.25\ \mathrm{meV}.
\label{law}
\end{equation}
Its origin is the density of states: a nonparabolic band has more room below a given energy, so the same electrons reach a lower level. Counted before the L valleys are added, this is about three quarters of the 45 meV; the split depends on the order of counting, as shown later. Temperature and the L valleys supply the rest, and with them the root has no closed form.

\section{The density at finite temperature}

Replacing $k_F$ by $k(E)$ in the sphere count gives the number of $\Gamma$ states per volume below energy $E$:
\begin{equation}
G(E)=B\,\gamma(E)^{3/2},\qquad
B=\frac1{3\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2},
\label{count}
\end{equation}
for $E>0$, and $G=0$ below the edge. With $f=[1+e^{(E-\mu)/kT}]^{-1}$,
\begin{equation}
n_\Gamma=\int_0^\infty G'(E)f\,dE
=\frac{3B}{2}\int_0^\infty\sqrt{\gamma}\,(1+2\alpha E)f\,dE .
\label{ngamma}
\end{equation}

An L valley is an ellipsoid,
$E-\Delta=\frac{\hbar^2}{2}(k_l^2/m_l+k_t^2/m_t)$, where $k_t$ has two components. Setting $k_i=\sqrt{m_i}\,q_i$ makes it a sphere in $q$ and multiplies its volume by $\sqrt{m_lm_t^2}$. The eight L points lie on the zone boundary and contribute half a valley each, so there are four valleys. They count as one parabolic band with mass $m_L$ if $m_L^{3/2}=4\sqrt{m_lm_t^2}$, or
\[
m_L=4^{2/3}(m_lm_t^2)^{1/3}.
\]
For $m_l=1.9\,m_0$ and $m_t=0.075\,m_0$ this is $0.555\,m_0$. Then $n_L$ is (\ref{ngamma}) with $m_L$, $\alpha=0$ and $\mu$ replaced by $\mu-\Delta$.

The equation to solve is
\begin{equation}
n(\mu)=n_\Gamma(\mu)+n_L(\mu)=N.
\label{neutral}
\end{equation}
Since $\partial f/\partial\mu=f(1-f)/kT>0$, $n$ increases strictly, from zero as $\mu\to-\infty$ without limit as $\mu\to\infty$. There is one root. Holes are omitted; in the example their estimated density is about $10^{-9}$ cm$^{-3}$.

\section{Two bounds that enclose the root}

\subsection{Above: the cold level}

Integrate (\ref{ngamma}) by parts. The boundary terms vanish, because $G(0)=0$ and $f$ decays exponentially:
\begin{equation}
n_\Gamma(\mu)=\int_{-\infty}^{\infty}G(E)\left(-\frac{\partial f}{\partial E}\right)dE.
\label{average}
\end{equation}
The weight $-\partial f/\partial E$ is positive, integrates to one and is symmetric about $\mu$. Thus $n_\Gamma$ is an average of $G$ over energies whose mean is $\mu$.

Next, $G$ is convex. With $\gamma'=1+2\alpha E$, we have $\gamma'^2=1+4\alpha\gamma$ and $\gamma''=2\alpha$. Therefore
\begin{align}
\frac{d^2}{dE^2}\gamma^{3/2}
&=\frac34\gamma^{-1/2}\gamma'^2+\frac32\gamma^{1/2}\gamma''\nonumber\\
&=\frac34\gamma^{-1/2}(1+8\alpha\gamma)>0.
\label{convex}
\end{align}
At the edge the slope is zero on both sides, so the join preserves convexity. A convex function lies on or above its tangent,
$G(E)\ge G(\mu)+G'(\mu)(E-\mu)$. Averaging removes the linear term and leaves $n_\Gamma(\mu)>G(\mu)$ for $\mu>0$. The inequality is strict because $G$ is not a straight line.

At $\mu_0$, $G(\mu_0)=N$ by definition. Hence $n(\mu_0)>N$, and the root lies below $\mu_0$. The small case has supplied the upper end of the bracket.

\subsection{Below: classical statistics}

Dropping the 1 in the denominator of $f$ gives $f<e^{(\mu-E)/kT}$. So $n(\mu)<N_Be^{\mu/kT}$, where $N_B$ is the sum over valleys of the state density weighted by $e^{-E/kT}$. Setting the right side equal to $N$ gives a point where $n<N$:
\begin{equation}
\mu_{\rm low}=kT\ln(N/N_B).
\label{lower}
\end{equation}

The $\Gamma$ part of $N_B$ can be evaluated. Integration by parts gives
$N_{B\Gamma}=(kT)^{-1}\int_0^\infty G e^{-E/kT}dE$. Put $1+2\alpha E=\cosh u$. Then $\gamma=\sinh^2u/4\alpha$ and $dE=\sinh u\,du/2\alpha$. With $z=1/(2\alpha kT)$,
\[
N_{B\Gamma}=\frac{B\,e^z}{16\,kT\,\alpha^{5/2}}
\int_0^\infty\sinh^4u\;e^{-z\cosh u}du .
\]
The integral is $3K_2(z)/z^2$, by the integral representation of the modified Bessel function $K_2$. Substituting $\alpha^{-5/2}=(2zkT)^{5/2}$,
\[
N_{B\Gamma}=\frac{3\sqrt2}{4}B(kT)^{3/2}\sqrt z\,e^zK_2(z).
\]
For a parabola the corresponding integral is
$N_c=\frac{3B}{2}\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{3\sqrt\pi}{4}B(kT)^{3/2}$. Division gives
\begin{equation}
N_{B\Gamma}=N_c\sqrt{\frac{2z}{\pi}}\;e^zK_2(z).
\label{bessel}
\end{equation}
The L part is the parabolic expression with mass $m_L$, times $e^{-\Delta/kT}$.

In the example $N_B=4.203\times10^{17}$ cm$^{-3}$, so $\mu_{\rm low}=0.02585\ln(23.79)=0.0819$ eV. The bracket is 0.0819 to 0.2354 eV.

\section{The algorithm}

\subsection{Evaluating the density}

The square root at the band edge slows ordinary quadrature. Put $E=s^2$, $dE=2s\,ds$:
\[
n_\Gamma=\frac{3B}{2}\int_0^\infty
2s^2\sqrt{1+\alpha s^2}\,(1+2\alpha s^2)f(s^2)\,ds .
\]
The integrand is now smooth and even, so the integral is half of one over the whole line. For the trapezoidal rule with spacing $h$ on that line, Poisson summation expresses the error through Fourier components at multiples of $2\pi/h$. Moving their integration path a distance $a$ into the complex plane reduces them by $e^{-2\pi a/h}$.

The obstacle to moving further is a pole of $f$, where $e^{(s^2-\mu)/kT}=-1$. The nearest gives $a=\mathrm{Im}\sqrt{\mu+i\pi kT}$, provided this is less than the distance $1/\sqrt\alpha$ to the branch point. The choice $h=a/6$, with $a$ taken at the upper bound, gives a factor $e^{-12\pi}\approx4\times10^{-17}$. For L electrons the pole lies further away, because $\mu-\Delta<\mu$. The sum may stop $40kT$ above the upper bound, where $f<e^{-40}$. All weights are positive, so the computed density also increases with $\mu$.

\subsection{Safeguarded Newton iteration}

Define
\[
g=\ln\frac{n}{N},\qquad g'=\frac1n\frac{dn}{d\mu},
\]
where $dn/d\mu$ uses the same sum with $f$ replaced by $f(1-f)/kT$. The logarithm suits both regimes: where statistics are classical $g$ is linear in $\mu$, and one Newton step from a point in that range suffices. The starting point $\mu_0$ lies inside the band and is not such a point, so at $10^{16}$ cm$^{-3}$ and 300 K the steps below take seven evaluations, three of them followed by a bisection. Then:
\begin{enumerate}
\item Start at $x=\mu_0$ with the bracket $[\mu_{\rm low},\mu_0]$.
\item Evaluate $g$ and $g'$. If $g>0$, make $x$ the upper end; otherwise make it the lower end.
\item Stop if $|g/g'|<10^{-12}$ eV.
\item Move to $x-g/g'$ if that point lies inside the bracket and $|g|$ is at most half its previous value. At the first evaluation there is no previous value, and the second condition is waived. Otherwise move to the midpoint.
\end{enumerate}

In exact arithmetic this must converge. If midpoint moves recur without end, each halves the bracket, which closes on the root. If they cease, $|g|$ halves at every later evaluation and tends to zero; since $g$ is continuous and strictly increasing, $x$ tends to the root. In either case the stopping condition is reached, because $g'$ has a positive minimum on the initial bracket.

In the example the first evaluation, at 0.235406 eV, gives $g=0.137$. Newton moves to 0.221918 eV, where $g=0.00447$. Near the root $1/g'$ is 0.1049 eV, so the next step is about $-0.00447\times0.1049=-0.00047$ eV. The fourth evaluation finishes at 0.22145 eV without a bisection.

Direct integration in $k$ space, with the L ellipsoid left unscaled, gave densities below and above $N$ at $10^{-7}$ eV below and above this root. Over $10^{16}$ to $10^{21}$ cm$^{-3}$ and 20 to 600 K, 44 sampled cases needed at most eight evaluations, with up to three bisections; a finer sampling reaches nine evaluations with four bisections at isolated points near $3\times10^{19}$ cm$^{-3}$ between about 200 and 300 K. The range tests the solver; it does not extend the validity of the band model.

\section{What makes up the error}

For the example layer, the bracketed Newton iteration puts the Fermi level at 0.22145 eV, 45 meV below the parabolic answer. What remains is to separate the contributions to this error, follow them with doping and temperature, and judge how far the level can be trusted.
